# Sampling transverse energy midway between row atoms and just before them

## A uniform slope

Let an ion of energy $E$ move along $z$ at a small angle $\psi=dx/dz$. Every distance $d$ it meets an atom that changes its angle at once; between atoms it moves straight. Let the potential averaged along the row have constant slope, $U=gx$. Each kick is then $-dg/(2E)$, as derived below. The transverse energy is $E_\perp=E\psi^2+U$.

Call the angles before and after one kick $\psi_-$ and $\psi_+$, and their mean $\bar\psi$. The kinetic part changes by

$$E(\psi_+^2-\psi_-^2)=E(\psi_+-\psi_-)(\psi_++\psi_-)=E\left(-\frac{dg}{2E}\right)2\bar\psi=-dg\bar\psi .$$

From the midpoint before the atom to the midpoint after it, the ion drifts $d\psi_-/2$ and then $d\psi_+/2$, together $d\bar\psi$. The potential rises by $dg\bar\psi$. The two changes cancel, so the midway energy is constant for any $d$ in this case.

Now sample at the atom, just before the kick. Since the last midpoint the angle has not changed, but the ion has moved by $d\psi_-/2$. The sampled energy therefore exceeds the midway value by

$$\frac d2\,g\psi_- .$$

The potential already belongs to the atom's position, while the atom has not yet done its work on the ion. This mismatch is first order in $d$. A curved potential adds second-order errors to both samples but does not remove this one.

## Model and meaning of the limit

From here on $r$, $R$ and $\psi=dr/dz$ are vectors in the plane normal to the row, and $\psi^2=\psi\cdot\psi$. The ion has mass $M$, speed $v$ and $E=Mv^2/2$. The atoms are fixed, the motion is classical, and $\psi^2\ll1$.

Let $V$ be the ion–atom potential and

$$U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .$$

During one collision take $r=R$ fixed and $dt=dz/v$. The transverse momentum gained is

$$\Delta p=-\frac1v\nabla\!\int V\,dz=-\frac dv\nabla U(R).$$

Division by $Mv$, with $Mv^2=2E$, gives

$$\psi_+-\psi_-=-\frac{d}{2E}\nabla U(R).$$

The limit is $d\to0$ at fixed $U$, $E$ and path length $L$, so each kick shrinks in proportion to $d$. $U$ must be smooth along the path. This is not the same as pushing given atoms closer together, which would raise $U$ as $1/d$.

The limit also has a physical reading. Put $s=z/\sqrt E$ and $\pi=\sqrt E\,\psi$. Then $dr/ds=\pi$ between atoms, each kick is $\Delta\pi=-(d/2\sqrt E)\nabla U$, and $E_\perp=\pi^2+U$. Spacing and energy enter only through $h=d/\sqrt E$. Within the impulse model, halving $d$ at fixed $E$ is equivalent to raising $E$ fourfold at fixed $d$, $U$ and initial $E\psi^2$. For atoms whose forces have a finite range, that range stays a fixed fraction of $d$ as $E$ rises. The orders in $h$ found below for the midway energy carry over at leading order, but the second-order coefficient changes, as sized in the last section.

## Midway energy

Write $\nabla U$ and the matrix of second derivatives $H$ at the atom's plane, $r=R$. With $\bar\psi=(\psi_++\psi_-)/2$,

$$\psi_\pm=\bar\psi\mp\frac{d}{4E}\nabla U .$$

The midpoints on either side are

$$r_\pm=R\pm\frac d2\psi_\pm=R-\frac{d^2}{8E}\nabla U\pm\frac d2\bar\psi .$$

The $d^2$ displacement is the same for both. Call the common centre $c=R-(d^2/8E)\nabla U$. Even terms cancel in the Taylor difference about $c$:

$$U(r_+)-U(r_-)=d\,\bar\psi\cdot\nabla U(c)+\frac{d^3}{24}(\bar\psi\cdot\nabla)^3U(c)+O(d^5).$$

The factor $1/24$ is $2/3!$ times $(1/2)^3$. Moving the gradient from $c$ to $R$ gives

$$\nabla U(c)=\nabla U-\frac{d^2}{8E}H\nabla U+O(d^4).$$

As in the uniform slope, the kinetic change is $-d\,\bar\psi\cdot\nabla U$, which cancels the leading potential change. There remains

$$\Delta E_{\rm mid}=d^3\left[\frac{(\bar\psi\cdot\nabla)^3U}{24}-\frac{\bar\psi\cdot H\nabla U}{8E}\right]+O(d^5).$$

There is no $d^4$ term: replacing $d$ by $-d$ at fixed $R,\bar\psi$ exchanges the two midpoints, so the difference is odd in $d$.

An error of order $d^3$ at each of $L/d$ atoms already implies at most order $d^2$ over the path. The bracket is moreover a total change, so the order-$d^2$ error depends on the end states alone. To see this, try

$$G=\alpha\,\psi\cdot H\psi+\frac{\beta}{E}|\nabla U|^2 .$$

Across the atom, position changes by $d\bar\psi$ and angle by $-(d/2E)\nabla U$. Hence, to leading order,

$$\frac{\Delta(\psi\cdot H\psi)}d=(\bar\psi\cdot\nabla)^3U-\frac1E\bar\psi\cdot H\nabla U,$$

$$\frac{\Delta|\nabla U|^2}{d}=2\,\bar\psi\cdot H\nabla U .$$

Matching the bracket requires $\alpha=1/24$ and $-\alpha+2\beta=-1/8$, so $\beta=-1/24$:

$$G=\frac1{24}\left[\psi\cdot H\psi-\frac{|\nabla U|^2}{E}\right].$$

The change of $G$ between the midpoints is also odd in $d$, so its first correction is $O(d^3)$. Thus $\Delta E_{\rm mid}=d^2\Delta G+O(d^5)$ per atom. Summing over $L/d$ atoms gives

$$\boxed{E_{\rm mid}=C+d^2G+O(d^4)}$$

with $C$ constant along the path. If an encounter begins and ends where the derivatives of $U$ are negligible, the $d^2$ term leaves no net change.

## Energy just before and just after an atom

The preceding midpoint is $R-d\psi_-/2$, and the angle there is already $\psi_-$. Therefore

$$E_{\rm mid}^-=E\psi_-^2+U(R)-\frac d2\psi_-\cdot\nabla U+\frac{d^2}{8}\psi_-\cdot H\psi_-+O(d^3).$$

The first two terms are the just-before energy, so

$$\boxed{E_{\rm before}=E_{\rm mid}^-+\frac d2\psi_-\cdot\nabla U-\frac{d^2}{8}\psi_-\cdot H\psi_-+O(d^3)}$$

For a repulsive row, $\psi\cdot\nabla U>0$ on approach and $<0$ on departure. The sampled energy is first too high and then too low. The first-order term vanishes where the motion is perpendicular to $\nabla U$, and far from the row. It is a sampling error, not a change in the ion's motion.

More generally, sample a fraction $f$ of a spacing after an atom. The ion is displaced by $(f-\tfrac12)d\psi$ from the midpoint, with unchanged angle. The first-order error is then

$$\left(f-\tfrac12\right)d\,\psi\cdot\nabla U .$$

For impulsive kicks it vanishes for general motion only at $f=1/2$. The limits $f\to1$ and $f\to0$ give the just-before and just-after samples, with opposite signs.

Their mean is also second order. Expanding about the following midpoint gives

$$E_{\rm after}=E_{\rm mid}^+-\frac d2\psi_+\cdot\nabla U-\frac{d^2}{8}\psi_+\cdot H\psi_++O(d^3).$$

In the mean of the two samples the first-order terms combine to

$$\frac d4(\psi_--\psi_+)\cdot\nabla U=\frac{d^2}{8E}|\nabla U|^2 .$$

Together with the $H$ terms this is $-3d^2G$. The adjacent midway energies average to $C+d^2G$, so

$$\frac{E_{\rm before}+E_{\rm after}}2=C-2d^2G+O(d^4).$$

The remainder has no $d^3$ term, because reversing $d$ exchanges before and after. The mean thus has the right order, but its second-order term is twice that of the midway sample and opposite in sign.

## A case solved for any spacing: linear focusing

Take one transverse coordinate and $U=\kappa x^2/2$ with $\kappa>0$. Let $q=\kappa d/(2E)$. From one midpoint to the next, the ion reaches $X=x+d\psi/2$, is kicked by $-qX$, and drifts another half spacing:

$$\psi'=-qx+\left(1-\frac{qd}2\right)\psi,$$

$$x'=\left(1-\frac{qd}2\right)x+\left(d-\frac{qd^2}{4}\right)\psi .$$

Write $a=1-qd/2$ and $b=d-qd^2/4$. The cross terms in $qx'^2+b\psi'^2$ are $2qab\,x\psi$ and $-2qab\,x\psi$, which cancel. The remaining terms are $(a^2+qb)(qx^2+b\psi^2)$, and

$$a^2+qb=1-qd+\frac{q^2d^2}{4}+qd-\frac{q^2d^2}{4}=1 .$$

So $qx^2+b\psi^2$ is conserved. Multiplication by $E/d$ gives

$$E\psi^2\left(1-\frac{\kappa d^2}{8E}\right)+\frac{\kappa x^2}{2}=\text{constant},$$

$$E_{\rm mid}=\text{constant}+\frac{\kappa d^2}{8}\psi^2 .$$

The general formula agrees. To leading order $\kappa x^2/2=C-E\psi^2$, so $-\kappa^2x^2/E$ equals a constant plus $2\kappa\psi^2$. With the first term of $G$ this makes $3\kappa\psi^2/24=\kappa\psi^2/8$.

For $\kappa d^2<8E$ the conserved form is positive, and the midway error stays bounded over any number of atoms. For $\kappa d^2>8E$ the coefficient of $\psi^2$ in the form is negative, $|a|>1$, and general orbits grow without limit. The angle then changes too much at each atom for a row-averaged potential to describe the motion.

## Use in a calculation

Store $R$, $\psi_-$ and $\psi_+$ at each collision. The recommended value is

$$E_{\rm mid}^+=E\psi_+^2+U\!\left(R+\frac d2\psi_+\right).$$

It costs one potential evaluation at a displaced point. Evaluating $E\psi_-^2+U(R)$ instead can place an ion on the wrong side of a dechannelling threshold: above it on approach, or below it on departure. If existing data contain atomic-plane values alone, averaging before and after removes the first-order term. For the sampling itself, derivatives of $U$ are needed only if $d^2G$ is also to be subtracted. That subtraction removes the whole second-order term only when the collisions are treated as impulses.

The expansion needs small changes of $\nabla U$ over half a spacing. If $\ell$ is the distance over which $\nabla U$ varies, this means $d|\psi|/\ell\ll1$, together with kicks that change $\psi$ little on the scale of the encounter. Close collisions with individual atoms can violate these conditions.

## Lithium passing a ruthenium row

Consider Li ions of $2.0\times10^6$ eV near a c-axis row of Ru, with rough lattice lengths $d=0.43$ nm and $a_{\rm lat}=0.27$ nm. Lindhard's standard atomic potential is

$$V(\rho)=Z_1Z_2e^2\left(\frac1\rho-\frac1{\sqrt{\rho^2+3a^2}}\right).$$

Here $\rho$ is the distance from the nucleus and $e^2$ is Gaussian. Integrating each term over $|z|<Z$ and letting $Z\to\infty$ leaves $2\ln(\sqrt{r^2+3a^2}/r)$, so

$$U=\frac{Z_1Z_2e^2}{d}\ln\left(1+\frac{3a^2}{r^2}\right).$$

The screening length is $a=(9\pi^2/128)^{1/3}a_B(Z_1^{2/3}+Z_2^{2/3})^{-1/2}=0.0123$ nm, with $a_B$ the Bohr radius. For $Z_1=3$, $Z_2=44$ the prefactor is $190.1/0.43=442$ eV.

The ion enters at 10 mrad from $(-0.0779,\,0.0100)$ nm, moving along $+x$, with the row at the origin. Its initial energy is $200.00+31.28=231.28$ eV. The smooth path comes within 0.0277 nm of the row, and the encounter spans 34 atoms.

The largest just-before error occurs at atom 13, 0.0329 nm from the row:

$$E_{\rm before}=85.88+154.83=240.71\ \text{eV}.$$

The preceding midway value is 231.18 eV, a difference of 9.53 eV. The derived terms give $9.92-0.40=9.52$ eV. Just after the kick the energy is 222.33 eV. The mean of the two atomic-plane values is 231.52 eV, close to the start energy.

Relative to the start, the just-before values range from $-9.0$ to $+9.4$ eV over the encounter, and the midway values from $-0.60$ to $+0.04$ eV. The largest magnitudes are 4.1% and 0.26% of the initial transverse energy. Shifting the start along the path by up to half a spacing moves them within 9.3 to 9.5 eV and 0.59 to 0.62 eV. The negative midway excursion fits the sign of $G$ at closest approach. There $\psi$ is tangential, $\psi\cdot H\psi=\psi^2U'(r)/r$ is negative for a repulsive row, and the gradient term is negative too.

Reducing $d$ at fixed $U$, $E$ and path length gives these largest absolute errors:

| Spacing | Midway (eV) | Just before (eV) | Before/after mean (eV) |
|---|---:|---:|---:|
| $d$ | 0.600 | 9.43 | 1.154 |
| $d/2$ | 0.151 | 4.65 | 0.288 |
| $d/4$ | 0.0377 | 2.32 | 0.0719 |

From $d/16$ to $d/32$ the errors fall by factors 4.000, 2.001 and 4.000. Subtracting $d^2G$ from the midway energy makes its remaining variation fall by 16.00, as an $O(d^4)$ remainder should. A separately integrated smooth path gives coefficients 21.4 eV/nm and 3.26 eV/nm². At the true spacing these predict $21.4\times0.43=9.2$ eV and $3.26\times0.43^2=0.60$ eV.

The mean's error is slightly less than twice the midway error because both are measured from the starting midway energy, where $G$ is not zero. If $G_0$ is the starting value, the deviations are $-d^2(2G+G_0)$ and $d^2(G-G_0)$.

In a test begun 3 nm from the row, with the same offset and angle and 1500 atoms, the net midway change was $-5\times10^{-9}$ eV. The final just-before value differed from the starting midway value by $-2\times10^{-5}$ eV. The large errors near the row had disappeared.

## What the real crystal changes

MeV light ions are used in channelling measurements, so the chosen energy belongs to a real regime, but the fixed isolated row does not. Thermal motion is among the largest neglected effects; electronic scattering and the neighbouring rows, sized below, can be comparable. A rough Debye temperature of 500 K gives an rms displacement of 0.0043 nm per axis at 300 K. Independent displacements of this size change the final midway energy by 4 to 5 eV on average, with an rms spread of 23 to 24 eV. Both depend on the rough Debye temperature: 415 K gives 7 and 30 eV, and 600 K gives 3 and 19 eV. This is real heating and scattering, and its spread exceeds both sampling errors. A small atomic displacement $u$ changes the kick by $dHu/(2E)$ and the energy by $d\,\bar\psi\cdot Hu$ to leading order. Summing the variances gives an rms of 21 eV. Displacements along a row are not independent: a Debye model at 500 K gives a correlation of about 0.2 at one spacing, which raises the mean change to about 6 eV, the rms spread to about 29 eV and the linear estimate to 26 eV.

Integrating the motion through the finite-range potentials of the whole row, rather than using impulses, changes the midway range to $-0.51$ to $+0.05$ eV at fixed longitudinal speed. Including the longitudinal force moves the lower end to between $-0.53$ and $-0.55$ eV. The gap from the impulse value does not close at higher energy. At fixed longitudinal speed and energies $4E$ and $16E$, the lower end multiplied by 4 and 16 stays near $-0.52$ eV, against $-0.60$ eV for impulses, so $G$ is not the exact second-order coefficient for finite-range atoms. With finite range there is also no state just before the kick. The energy $E\psi^2+U$ varies smoothly, by $-6.6$ to $+6.8$ eV over the encounter, and at the atomic planes it deviates by at most 0.3 eV, an error of second order. Neighbouring rows matter more away from closest approach. In hcp Ru the nearest ones are displaced by $d/2$ along $c$, so a midplane of one row is an atomic plane of these neighbours. Evaluated on the single-row path, their first-order term reaches 1.5 eV, though it is 0.02 eV at closest approach. Their force also changes the path, since the start lies midway between two rows. With their kicks included, the closest approach is 0.027 nm, the one-row energy $E\psi^2+U$ shifts by up to 16 to 18 eV, the first-order term of the main row reaches about 11 eV, and that of the neighbours about 1.3 eV. The second-order result for one row must therefore not be applied unchanged to the total energy, all rows included, at the midplanes of that row.

For electronic stopping, the Lindhard–Scharff formula is extended to 3.4 Bohr speeds, beyond the low-speed range for which it is meant. The loss is then $2.0\times10^4$ eV, or 1% of $E$, a rough figure and not an upper bound. Applied to the entry value $E\psi^2$, this removes about 2 eV of transverse energy; applied to the path average of $E\psi^2$, about 130 eV, it removes about 1.3 eV. An electron initially at rest that takes energy $T$ receives momentum squared $2m_eT$, so on average the ion gains at most $(m_e/M)T$ from the random transverse recoil. For this loss the mean gain $W$ is at most about 1.6 eV. A local electron-gas estimate along this path, with a Thomas–Fermi density and ion charge 2.4 to 3, gives a loss of $1.5$ to $3.3\times10^4$ eV, and the bound on $W$ scales with it, up to about 2.6 eV. The spread is much larger. A random kick $\delta\psi$ changes the energy by $2E\psi\cdot\delta\psi+E|\delta\psi|^2$, and the first term, zero on average, has total variance $2W\langle E\psi^2\rangle$ along the path. For $W=1.6$ eV the rms spread is about 20 eV, and for half that $W$ it is 14 eV, comparable to the thermal spread and above both sampling errors. These figures spread the kicks evenly along the path; weighting them by the local electron density, which is highest where $E\psi^2$ is small, lowers them to about 17 and 12 eV. Using a screening length for a bare ion, 0.0133 nm, changes the sampling errors modestly, to 0.57 and 9.3 eV. The form of the potential matters more. From the same start, the Molière potential with screening length 0.0123 nm gives about 0.42 and 7.9 eV and the ZBL potential 0.52 and 8.9 eV, with initial energies of 239 and 224 eV.

The sampling errors grow at lower energies. At one tenth of this energy, with $U$, $d$ and initial $E\psi^2$ held fixed, $h$ rises by $\sqrt{10}$. Leading-order scaling then predicts about 30 eV for the just-before error and 6 eV for the midway error. The higher terms also grow, so these are estimates. The numerical output below lists the single-row results and the basic estimates of the neglected effects; the electronic loss it labels an upper estimate is a rough figure, not a bound.

## Table of computed values

```
Ion energy 2.0e+06 eV; Z1 = 3, Z2 = 44
Row spacing d 0.43 nm; lattice a 0.27 nm (rough)
e^2 1.4400 eV nm; Z1 Z2 e^2 190.1 eV nm
Screening length 0.01229 nm; U prefactor 442.0 eV
Lindhard angle 21.02 mrad
Entry angle 10.0 mrad
Start x -0.0779 nm, y 0.0100 nm
Start: E psi^2 200.00 eV, U 31.28 eV
Start transverse energy 231.28 eV
Atoms passed 34; path length 14.62 nm
Closest approach (continuum path) 0.0277 nm
Atom with largest just-before error:
  number 13, distance 0.0329 nm
  E psi^2 before 85.88 eV, U 154.83 eV
  just-before energy 240.71 eV
  preceding midway energy 231.18 eV
  difference 9.53 eV
  term (d/2) psi.grad U 9.92 eV
  term -(d^2/8) psi.H.psi -0.40 eV
  just-after energy 222.33 eV
Extremes of sampled energy minus start energy:
  midway: -0.600 to 0.037 eV
  just before: -8.99 to 9.43 eV
  just after: -8.95 to 9.42 eV
Largest errors at fixed U (midway, before, before/after mean), eV:
  d/1: 6.002e-01, 9.431e+00, 1.154e+00
  d/2: 1.506e-01, 4.648e+00, 2.880e-01
  d/4: 3.772e-02, 2.315e+00, 7.191e-02
  d/8: 9.428e-03, 1.154e+00, 1.798e-02
  d/16: 2.358e-03, 5.763e-01, 4.494e-03
  d/32: 5.894e-04, 2.879e-01, 1.124e-03
Last halving ratios: 4.000, 2.001, 4.000
Ratio after removing d^2 G from midway energy: 16.00
Continuum coefficient, first order 21.41 eV/nm
Continuum coefficient, second order 3.264 eV/nm^2
Far start and end, net: midway -4.8e-09, before -2.1e-05 eV
Neglected effects in this encounter:
  thermal rms displacement per axis 0.00431 nm
    (Debye temperature 500 K, crystal at 300 K)
  thermal energy change: mean 4.60 eV
    rms spread 23.35 eV, linear 20.89 eV
  finite range, midway: -0.513 to 0.046 eV
  neighbour first-order term, largest 1.49 eV
    at closest approach 0.023 eV
  ion speed / Bohr speed 3.39
  electronic loss 20011 eV (upper estimate)
    transverse drag 2.00 eV, scattering 1.57 eV
  bare-ion screening length 0.01327 nm
    errors: midway 0.565 eV, before 9.25 eV
```
